# Quadratic Heavy–Light Correction to the Binding of a Spherical Acceptor

## Problem

A hole at the top of a fourfold valence band is bound to a singly charged acceptor. Hole energies are counted upward from the band edge, so a bound level is negative. In atomic units the spherical part of the Luttinger Hamiltonian, with a statically screened point charge, is

\[
H=\frac{\gamma_1}{2}\left\{p^2+\mu\left[\tfrac54p^2-(\mathbf p\cdot\mathbf J)^2\right]\right\}-\frac{1}{\epsilon r},
\qquad \mu=\frac{4\gamma_2+6\gamma_3}{5\gamma_1}.
\]

Here \(\mathbf J\) is the spin-3/2 operator, \(\gamma_1,\gamma_2,\gamma_3\) are the Luttinger parameters and \(\epsilon\) is the dielectric constant. At \(\mu=0\) the ground level is a hydrogenic 1s envelope times any of four spin states \(\chi\).

(a) Show that the coupling joins the 1s envelope to one L=2 channel, and that the binding energy contains no odd powers of \(\mu\).

(b) Derive and solve the inhomogeneous L=2 radial equation at first order in \(\mu\).

(c) Find the coefficient \(c\) in \(B=R_0(1+c\mu^2+\dots)\), where \(B\) is the binding energy and \(R_0\) its value at \(\mu=0\).

(d) Evaluate the result for \(\gamma_1=4.2\), \(\gamma_2=0.3\), \(\gamma_3=1.4\), \(\epsilon=12\), and estimate the neglected effects. These are round values, roughly in the regime of silicon.

## Solution

### Units and angular structure

Measure length in \(a=\epsilon\gamma_1\) bohr and energy in \(R_0=1/(2\epsilon^2\gamma_1)\) hartree. The kinetic prefactor becomes \(\gamma_1/(2a^2)=R_0\), and the Coulomb prefactor becomes \(1/(\epsilon a)=2R_0\). Hence

\[
H=H_0+\mu V,\qquad H_0=p^2-\frac2r,\qquad V=\tfrac54p^2-(\mathbf p\cdot\mathbf J)^2 .
\]

For a unit vector \(\mathbf n\) define \(M(\mathbf n)=\frac54-(\mathbf n\cdot\mathbf J)^2\). Since \(\mathbf n\cdot\mathbf J\) has eigenvalues \(\pm\frac32,\pm\frac12\), \(M\) has eigenvalues \(-1\) for the first pair and \(+1\) for the second. Two facts follow.

- The kinetic energies are \((1-\mu)p^2\) for heavy holes and \((1+\mu)p^2\) for light holes, and \(M^2=1\).
- As a quadratic form in \(\mathbf n\), \(M\) has trace \(3\cdot\frac54-J^2=\frac{15}{4}-\frac{15}{4}=0\). A traceless quadratic form is purely L=2, so its angular average vanishes.

In momentum space \(V\) multiplies by \(p^2M(\hat{\mathbf p})\). It turns \(\chi\) into \(M\chi\), and \(M\chi\) into \(M^2\chi=\chi\). The Coulomb term is spin independent and rotationally invariant, so it changes the radial functions and leaves both angular factors intact. The states

\[
\psi=\frac{1}{\sqrt{4\pi}}\left[f(r)\chi+g_2(r)M(\mathbf n)\chi\right]
\]

therefore form a closed two-channel problem, in which \(V\) has no diagonal element in either channel. Replacing \(\mu\) by \(-\mu\) is undone by reversing the sign of \(g_2\), so the energy is even in \(\mu\). The fourfold degeneracy causes no difficulty, because each \(\chi\) gives the same radial problem.

### The source

The normalized 1s envelope is \(f=2e^{-r}\), with \(\int_0^\infty f^2r^2dr=1\) and energy \(-1\). Its second derivatives are

\[
\partial_i\partial_jf=n_in_j\left(f''-\frac{f'}r\right)+\delta_{ij}\frac{f'}r .
\]

Since \(p_ip_j=-\partial_i\partial_j\), and the \(\delta_{ij}\) part drops out of a traceless form,

\[
Vf\chi=-S(r)M(\mathbf n)\chi,\qquad
S=f''-\frac{f'}r=2e^{-r}\left(1+\frac1r\right).
\]

The first-order energy vanishes with the angular average of \(M\). The first-order wave \(\psi_1\) obeys \((H_0+1)\psi_1=-\mu V\psi_0\), whose right side is \(+\mu S(r)M(\mathbf n)\chi/\sqrt{4\pi}\). Writing \(g_2=\mu g\) and cancelling the common factor \(\mu M(\mathbf n)\chi/\sqrt{4\pi}\) gives the driven equation

\[
-g''-\frac2rg'+\frac6{r^2}g-\frac2rg+g=S .
\]

There is no bound L=2 state at energy \(-1\), because hydrogenic d states begin at \(n=3\). The solution that is regular at the origin and decays at infinity is therefore unique.

### Solving the radial equation

Put \(g=e^{-r}h\). Then \(g'=e^{-r}(h'-h)\) and \(g''=e^{-r}(h''-2h'+h)\). The terms \(\pm h\) and \(\pm2h/r\) cancel, leaving

\[
h''-2h'+\frac2rh'-\frac6{r^2}h=-2\left(1+\frac1r\right).
\]

The left side maps \(r^s\) to \([s(s+1)-6]r^{s-2}-2s\,r^{s-1}\). Try \(1+b/r+d/r^2+k/r^3\) in the homogeneous equation. The powers \(r^{-2},r^{-3},r^{-4}\) require \(-6+2b=0\), \(-6b+4d=0\) and \(-4d+6k=0\). Thus

\[
v_1=1+\frac3r+\frac9{2r^2}+\frac3{r^3}.
\]

For a second solution put \(h=e^{2r}y\), which gives

\[
y''+2y'+\frac2ry'+\frac4ry-\frac6{r^2}y=0 .
\]

This operator maps \(r^{-2}\) to \(-4r^{-4}\) and \(r^{-3}\) to \(-2r^{-4}\). Hence \(y=r^{-2}-2r^{-3}\) and \(v_2=e^{2r}(r-2)/r^3\). Near the origin

\[
v_2=-\frac2{r^3}-\frac3{r^2}-\frac2r-\frac23+\frac2{15}r^2+\dots,
\]

so the regular combination is \(R=v_2+\frac23v_1=\frac2{15}r^2+\dots\).

Multiplication by \(r^2e^{-2r}\) makes the equation self-adjoint:

\[
(r^2e^{-2r}h')'-6e^{-2r}h=-q,\qquad q=2e^{-2r}(r^2+r).
\]

The quantity \(r^2e^{-2r}(Rv_1'-R'v_1)\) is constant. Its value at the origin is \(\frac2{15}(-9)-\frac4{15}(3)=-2\). Variation of parameters then gives

\[
h=\tfrac12(v_1Q+RA),\quad A=\int_r^\infty v_1q\,dt,\quad Q=\int_0^rRq\,dt .
\]

For \(A\), expand the product:

\[
v_1(r^2+r)=r^2+4r+\frac{15}2+\frac{15}{2r}+\frac3{r^2}.
\]

With \(E_1(x)=\int_x^\infty e^{-t}dt/t\), integration gives

\[
A=e^{-2r}\left(r^2+5r+10+\frac6r\right)+3E_1(2r),
\]

as differentiation confirms. For \(Q\), use \(v_1q=-A'\) and \(v_2q=2(r-2)(r+1)/r^2\):

\[
Rq=2\left(1-\frac1r-\frac2{r^2}\right)-\frac23A'.
\]

The integration constant follows from \(Q(0)=0\). With \(E_1(2r)=-\gamma_E-\ln(2r)+O(r)\), where \(\gamma_E\) is Euler's constant, \(A=6/r-2-3\gamma_E-3\ln(2r)+\dots\) for small \(r\). Therefore

\[
Q=2r+\frac4r-2\ln(2r)-2\gamma_E-\frac43-\frac23A .
\]

In \(v_1Q+RA\) the terms \(\mp\frac23v_1A\) cancel. The remaining rational terms are

\[
v_1\left(r+\frac2r-\frac23\right)=r+\frac73+\frac9{2r}+\frac6{r^2}+\frac7{r^3}+\frac6{r^4},
\]
\[
\frac{r-2}{2r^3}\left(r^2+5r+10+\frac6r\right)=\frac12+\frac3{2r}-\frac7{r^3}-\frac6{r^4}.
\]

Adding them, and restoring the logarithm and \(E_1\), gives the solution

\[
\begin{aligned}
g=e^{-r}\Big\{&r+\frac{17}6+\frac6r+\frac6{r^2}-v_1[\ln(2r)+\gamma_E]\\
&+\frac{3(r-2)}{2r^3}e^{2r}E_1(2r)\Big\}.
\end{aligned}
\]

The singular terms cancel. Near the origin \(v_1Q\simeq(3/r^3)(r^4/15)=r/5\) and \(RA\simeq(2r^2/15)(6/r)=4r/5\), so \(g\simeq r/2\). This is larger than the usual \(r^2\) of a d wave because the 1s cusp supplies a \(1/r\) source. Far out, \(g\simeq re^{-r}\). At \(r=1\) and \(4\) the values are 0.251 and 0.058.

### The coefficient

The second-order energy is \(\langle\psi_0|\mu V|\psi_1\rangle\). Its angular factor is \(\chi^\dagger M^2\chi=1\), so

\[
E_2=-\mu^2\int_0^\infty Sg\,r^2dr,\qquad c=\int_0^\infty Sg\,r^2dr .
\]

To evaluate the integral, expand \(g\) in the Sturmian functions

\[
\phi_n=e^{-r}(2r)^2L^{(5)}_{n-3}(2r),\qquad n=3,4,\dots
\]

These are d functions of a hydrogenic problem with potential \(-2n/r\), all at energy \(-1\). Replacing that potential by \(-2/r\) gives

\[
(H_0+1)\phi_n=\frac{2(n-1)}r\phi_n .
\]

They are complete, and orthogonal in \(\int\phi_n\phi_m\,r\,dr\), by the corresponding properties of Laguerre polynomials. With \(x=2r\), their norm is

\[
N_n=\frac14\int_0^\infty e^{-x}x^5[L^{(5)}_{n-3}]^2dx=\frac{(n+2)(n+1)n(n-1)(n-2)}4 .
\]

Their overlap with the source is

\[
b_n=\int_0^\infty\phi_nS\,r^2dr=\frac14\int_0^\infty e^{-x}(x^4+2x^3)L^{(5)}_{n-3}(x)\,dx .
\]

Use the generating function \(\sum_kt^kL_k^{(5)}(x)=(1-t)^{-6}e^{-xt/(1-t)}\). The integral with \(x^4\) becomes \(24/(1-t)\), and that with \(x^3\) becomes \(6/(1-t)^2\). Their coefficients of \(t^k\) are 24 and \(6(k+1)\). With \(k=n-3\),

\[
b_n=\tfrac14[24+12(n-2)]=3n .
\]

Insert \(g=\sum a_n\phi_n\) into the driven equation and project on \(\phi_n\). This gives \(2(n-1)N_na_n=3n\), so

\[
c=\sum_{n=3}^\infty a_nb_n=\sum_{n=3}^\infty\frac{18\,n}{(n-1)^2(n-2)(n+1)(n+2)} .
\]

The partial fractions of the summand are

\[
\frac3{n-2}-\frac3{(n-1)^2}-\frac{7/2}{n-1}+\frac{3/2}{n+1}-\frac1{n+2}.
\]

The coefficient \(-7/2\) makes the \(1/n\) tails cancel, as the \(n^{-4}\) decay requires. The simple fractions sum to harmonic numbers, whose growing parts cancel too. The missing initial terms leave

\[
\frac72-\frac32\cdot\frac{11}6+\frac{25}{12}=\frac{17}6 .
\]

The double pole gives \(-3(\pi^2/6-1)=3-\pi^2/2\). Therefore

\[
\boxed{B=R_0\left[1+\left(\frac{35}6-\frac{\pi^2}2\right)\mu^2+O(\mu^4)\right]},\qquad c\simeq0.8985 .
\]

Quadrature of \(Sgr^2\) with the closed-form \(g\) gives the same 0.89853. Diagonalizing the two-channel Hamiltonian, which uses neither \(g\) nor the sum, gives 0.89853 for the quadratic coefficient and about 0.885 for the quartic one. The first Sturmian term alone supplies 0.675.

### Meaning and range

At first order the heavier and lighter masses average out over directions. At second order the hole gains energy by admixing a d wave that correlates its spin with its position. The weight of that wave is \(\mu^2\int g^2r^2dr\simeq0.423\mu^2\) at leading order.

The two-channel diagonalization shows how far the quadratic law reaches within this model:

| \(\mu\) | quadratic \(B/R_0\) | two-channel \(B/R_0\) |
|---|---|---|
| 0.1 | 1.0090 | 1.0091 |
| 0.3 | 1.0809 | 1.0888 |
| 0.5 | 1.2246 | 1.2985 |
| 0.7 | 1.4403 | 1.8569 |

Relative to the two-channel gain \(B/R_0-1\), the quadratic gain is 9% too small at \(\mu=0.3\), 25% at 0.5 and 49% at 0.7. As \(\mu\to1\) the heavy-hole kinetic energy \((1-\mu)p^2\) vanishes, and an expansion about equal masses is no longer a sensible starting point.

### Numerical example

The coupling parameter is \(\mu=(1.2+8.4)/21=0.457\), so \(\mu^2=0.209\). The scales are \(R_0=0.02250\) eV and \(a=26.7\) angstrom. The quadratic formula gives

\[
B=0.02250\,(1+0.8985\times0.2090)\ \text{eV}=0.0267\ \text{eV}.
\]

The gain is 0.0042 eV. The full two-channel value is 0.0278 eV, so higher orders in \(\mu\) add 0.0011 eV. The d-wave weight is 0.088 at leading order and 0.091 in the two-channel solution.

**Cubic warping.** The full Luttinger kinetic energy also drives only L=2 waves from an s envelope, with the same source \(S\). Its angular matrix has two components proportional to \(\gamma_2\) and three proportional to \(\gamma_3\), with equal mean squares for equal parameters. In second order \(\mu^2\) is therefore replaced by

\[
\frac{4(2\gamma_2^2+3\gamma_3^2)}{5\gamma_1^2}=0.275 ,
\]

which direct averaging of the squared spin matrix over directions confirms. At this order the binding rises by \(0.02250\times0.8985\times(0.2748-0.2090)=0.0013\) eV. Higher orders are not negligible at this coupling strength.

**Split-off band.** Take this band at \(\Delta=0.044\) eV, a rough silicon-like value, with the same \(\gamma_1\) and spherical coupling. For p-like orbitals the anisotropic kinetic energy is \(2\mu p^2\) along \(\mathbf p\) and \(-\mu p^2\) across it. For spin projection \(\frac12\) along \(\mathbf p\), the \(J=\frac32\) and \(J=\frac12\) states contain these orbitals with amplitudes \((\sqrt{2/3},\sqrt{1/3})\) and \((\sqrt{1/3},-\sqrt{2/3})\). The matrix element between them is

\[
\frac{\sqrt2}3(2\mu+\mu)p^2=\sqrt2\,\mu p^2 .
\]

Projections \(\pm\frac32\) have no partner. Averaged over directions, a fixed \(\chi\) has probability one half of projection \(\pm\frac12\), so the mean squared coupling is again \(\mu^2p^4\). The extra gain is

\[
\mu^2R_0\langle S|(H_0+1+\Delta/R_0)^{-1}|S\rangle ,
\]

with the operator taken in the L=2 channel. At \(\Delta/R_0=1.96\) the matrix element is 0.511, against \(c=0.8985\) at \(\Delta=0\). At second order the gain is 0.0024 eV, more than half the quadratic term itself. The two d waves also couple to each other; this enters at third order in \(\mu\) and reduces the gain.

**Short range.** Screening is incomplete close to the ion. A crude first-order estimate uses the bare charge inside one bond length \(\ell=2.35\) angstrom, with the extra attraction \((1-1/\epsilon)(1/r-1/\ell)\) in atomic units. Its average over the 1s envelope is 0.0023 eV, but this is not a reliable size for the shift. In scaled units the extra well \(U\) has \(\int r|U|\,dr=(\epsilon-1)\ell/a=0.97\), whereas first order needs a value well below 1. The full shift from this potential is larger and depends strongly on the assumed radius. Effective-mass theory itself is doubtful inside one bond length, and the estimate contains no chemistry of the acceptor atom.

**Comparison with silicon.** Boron in silicon is bound by roughly 0.045 eV, well above the 0.027 eV found here. The assumption of a distant split-off band is clearly broken, since \(\Delta\) is only about twice \(R_0\). Adding the higher orders in \(\mu\), the warping and the split-off band to the quadratic value gives about 0.032 eV. This sum is only a rough guide: the warping and split-off terms are second-order values whose higher orders are not small, and the corrections are not additive. The short-range part is left out because first order does not fix its size, so the remaining gap is not explained by this calculation. The quadratic law is thus a controlled limit of the spherical model and not a prediction for a particular acceptor.

**Conditions of use.** At 300 K, \(kT=0.0259\) eV is close to the two-channel binding energy. For \(10^{16}\) cm\(^{-3}\) uncompensated acceptors, with a fourfold ground level and no excited levels, mass action reads

\[
\frac{p_h^2}{N_A-p_h}=\frac{N_v}4e^{-B/kT},
\]

where \(p_h\) is the hole density and \(N_A\) the acceptor density. The parabolic heavy and light bands give \(N_v=8.9\times10^{18}\) cm\(^{-3}\). About 1.3% of the acceptors are then neutral; a binding of 0.045 eV would roughly double this fraction. In silicon, warping and the split-off band, which lies less than \(2kT\) away, raise \(N_v\); tabulated 300 K values are near \(3\times10^{19}\) cm\(^{-3}\), roughly three times the parabolic estimate, and lower the neutral fraction accordingly. The isolated-acceptor picture also needs dilute doping: the mean spacing falls to \(4a\) at \(8\times10^{17}\) cm\(^{-3}\). An electric field of \(B/(ea)=0.10\) MV/cm, with \(e\) the elementary charge, drops the full binding energy across one envelope radius. Both figures are scales and not thresholds, and tunnelling can matter at lower fields.

The numerical output below lists the inputs and intermediate values.

## Numbers as computed

```
c from closed formula: 0.89853113 (R0)
c from quadrature of S g r^2: 0.89853113 (R0)
c from Sturmian sum, n = 3 to 3000: 0.89853113 (R0)
first three terms of that sum: 0.67500 0.13333 0.04464 (R0)
c from two-channel diagonalization: 0.898527 (R0)
coefficient of mu^4 from diagonalization: 0.885 (R0)
largest residual of the radial equation: 5.4e-28 (dimensionless)
g/r at r = 0.001: 0.5009 (dimensionless)
L=2 weight divided by mu^2: 0.423021 (dimensionless)
g at r = 0.5 a: 0.19137 (scaled units)
g at r = 1 a: 0.25096 (scaled units)
g at r = 2 a: 0.20020 (scaled units)
g at r = 4 a: 0.05848 (scaled units)
mu = 0.1: quadratic 1.00899, two-channel 1.00907 (R0)
mu = 0.2: quadratic 1.03594, two-channel 1.03742 (R0)
mu = 0.3: quadratic 1.08087, two-channel 1.08875 (R0)
mu = 0.5: quadratic 1.22463, two-channel 1.29846 (R0)
mu = 0.7: quadratic 1.44028, two-channel 1.85687 (R0)
input gamma1, gamma2, gamma3: 4.2 0.3 1.4 (dimensionless)
input dielectric constant: 12.0 (dimensionless)
input split-off distance: 0.044 eV
input bond length: 2.35 angstrom
input temperature: 300 K
input acceptor density: 1.0e+16 cm^-3
mu: 0.45714, mu^2: 0.20898 (dimensionless)
heavy and light masses: 0.4386 0.1634 (electron masses)
R0: 0.022496 eV
envelope radius a: 26.671 angstrom
quadratic gain: 0.004224 eV
binding, quadratic formula: 0.026720 eV
binding, full two-channel model: 0.027821 eV
higher orders in mu: 0.001100 eV
L=2 weight, leading order: 0.0884 (dimensionless)
L=2 weight, two-channel: 0.0912 (dimensionless)
warped mean square replacing mu^2: 0.27483 (dimensionless)
neglected warping, second order: 0.001331 eV
split-off distance over R0: 1.9559 (dimensionless)
split-off response coefficient: 0.51133 (R0)
neglected split-off band, second order: 0.002404 eV
neglected short-range screening, crude: 0.002347 eV
field scale B/(e a): 0.1043 MV/cm
density at mean spacing 4a: 8.24e+17 cm^-3
thermal energy kT: 0.02585 eV
valence-band effective density: 8.95e+18 cm^-3
neutral acceptor fraction: 0.01278 (dimensionless)
```
